# Exchange-correlation energy of jellium from its Coulomb energy at full coupling: a program that tests the result

```python
# Result under test, for the uniform electron gas in Hartree atomic units:
#   exc(rs) = (1/rs^2) * integral from 0 to rs of r * v(r) dr
# rs  : radius (bohr) of the sphere holding one electron on average
# exc : interacting minus free ground-state energy per electron
# v   : expectation of the Coulomb energy W per electron at full coupling,
#       with the neutralizing background included in W
# H = T + coupling * W. RPA means random-phase approximation.
import itertools
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad, simpson
from scipy.special import erfc, spherical_jn

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
ALPHA = (4 / (9 * np.pi)) ** (1 / 3)       # kF = 1 / (ALPHA * rs)


def gauss(count, low, high):
    x, w = np.polynomial.legendre.leggauss(count)
    return low + (high - low) * (x + 1) / 2, w * (high - low) / 2


# ---------- Periodic Coulomb energy in a unit cube (Ewald sums) ----------
KAPPA = 2.0
IMAGES = np.array(list(itertools.product(range(-4, 5), repeat=3)), float)
NONZERO = IMAGES[np.any(IMAGES != 0, axis=1)]
G_VECTORS = 2 * np.pi * NONZERO
G_SQUARED = np.sum(G_VECTORS ** 2, axis=1)
G_WEIGHTS = 4 * np.pi * np.exp(-G_SQUARED / (4 * KAPPA ** 2)) / G_SQUARED


def pair_potential(separation):
    distance = np.linalg.norm(IMAGES + separation, axis=1)
    return (np.sum(erfc(KAPPA * distance) / distance)
            + np.sum(G_WEIGHTS * np.cos(G_VECTORS @ separation))
            - np.pi / KAPPA ** 2)


image_distance = np.linalg.norm(NONZERO, axis=1)
SELF_IMAGE = (np.sum(erfc(KAPPA * image_distance) / image_distance)
              + np.sum(G_WEIGHTS) - np.pi / KAPPA ** 2
              - 2 * KAPPA / np.sqrt(np.pi))


def scaled_coulomb_energy(points):
    """rs * W / N for point electrons in the unit cube."""
    number = len(points)
    energy = number * SELF_IMAGE / 2
    for i in range(number):
        for j in range(i):
            energy += pair_potential(points[i] - points[j])
    return energy / number * (3 / (4 * np.pi * number)) ** (1 / 3)


rng = np.random.default_rng(7)
random_energies = [scaled_coulomb_energy(rng.random((6, 3)))
                   for _ in range(30)]
bcc_energy = scaled_coulomb_energy(np.array([[0, 0, 0], [.5, .5, .5]]))
assert min(random_energies) > -0.9
assert -0.9 < bcc_energy < -0.89           # close to the bound, not below

# ---------- Two interacting electrons in a periodic cube ----------
cube = np.array(list(itertools.product(range(-3, 4), repeat=3)))
waves = cube[np.sum(cube ** 2, axis=1) <= 9]
wave_index = {tuple(n): i for i, n in enumerate(waves)}
difference_squared = np.sum((waves[:, None] - waves[None]) ** 2, axis=2)
off_diagonal = difference_squared > 0
coulomb_unit = np.zeros(difference_squared.shape)
coulomb_unit[off_diagonal] = 1 / (np.pi * difference_squared[off_diagonal])
coulomb_unit += SELF_IMAGE * np.eye(len(waves))
kinetic_unit = np.diag((2 * np.pi) ** 2 * np.sum(waves ** 2, axis=1))


def symmetry_basis(sign):
    columns = []
    for n in waves:
        opposite = tuple(-n)
        if tuple(n) > opposite:
            column = np.zeros(len(waves))
            column[wave_index[tuple(n)]] = 1 / np.sqrt(2)
            column[wave_index[opposite]] = sign / np.sqrt(2)
            columns.append(column)
    if sign == 1:
        column = np.zeros(len(waves))
        column[wave_index[(0, 0, 0)]] = 1
        columns.append(column)
    return np.array(columns).T


def two_electrons(rs, coupling, basis):
    """Total, kinetic and Coulomb energy per electron."""
    length = rs * (8 * np.pi / 3) ** (1 / 3)
    kinetic = basis.T @ kinetic_unit @ basis / length ** 2
    coulomb = basis.T @ coulomb_unit @ basis / length
    energies, states = np.linalg.eigh(kinetic + coupling * coulomb)
    state = states[:, 0]
    return (energies[0] / 2, state @ kinetic @ state / 2,
            state @ coulomb @ state / 2)


box_rs = 5.0
box_results = {}
for name, sign in (("singlet", 1), ("triplet", -1)):
    basis = symmetry_basis(sign)
    total, kinetic, potential = two_electrons(box_rs, 1, basis)
    free = two_electrons(box_rs, 0, basis)[0]
    direct = total - free
    # scaling of the ground-state energy
    assert abs(two_electrons(box_rs, 0.4, basis)[0]
               - 0.4 ** 2 * two_electrons(0.4 * box_rs, 1, basis)[0]) < 1e-10
    # Hellmann-Feynman derivative at fixed density
    h = 1e-3
    slope = (two_electrons(box_rs, 1 + h, basis)[0]
             - two_electrons(box_rs, 1 - h, basis)[0]) / (2 * h)
    assert abs(slope - potential) < 1e-6
    # integral over densities at full coupling
    radii, weights = gauss(16, 0, box_rs)
    integral = sum(w * r * two_electrons(r, 1, basis)[2]
                   for r, w in zip(radii, weights)) / box_rs ** 2
    assert abs(integral - direct) < 1e-8
    assert abs(potential - direct) > 1e-4  # v and exc really differ

    # kinetic correlation energy from the slope of rs * exc
    def rs_times_exc(r):
        return r * (two_electrons(r, 1, basis)[0]
                    - two_electrons(r, 0, basis)[0])
    kinetic_slope = -(rs_times_exc(box_rs + h)
                      - rs_times_exc(box_rs - h)) / (2 * h)
    assert abs(kinetic_slope - (kinetic - free)) < 1e-6
    box_results[name] = (free, total, potential, direct, integral)

# ---------- Exchange from the real-space hole ----------
y = np.linspace(1e-6, 400, 400001)
hole_integral = simpson(spherical_jn(1, y) ** 2 / y, x=y)
exchange_times_rs = -3 / (4 * np.pi * ALPHA)
density_rs1 = 3 / (4 * np.pi)
hole_exchange = -9 * np.pi * density_rs1 * ALPHA ** 2 * hole_integral
# the finite radial cutoff leaves a relative error below 1e-5
assert abs(hole_exchange / exchange_times_rs - 1) < 2e-5

# ---------- A jump of v: Hartree-Fock spin transition ----------
free_times_rs2 = 0.3 / ALPHA ** 2
polarized_free = 2 ** (2 / 3) * free_times_rs2
polarized_exchange = 2 ** (1 / 3) * exchange_times_rs
transition_rs = ((polarized_free - free_times_rs2)
                 / (exchange_times_rs - polarized_exchange))


def hartree_fock_phase(r):
    return min((free_times_rs2 / r ** 2 + exchange_times_rs / r,
                exchange_times_rs / r),
               (polarized_free / r ** 2 + polarized_exchange / r,
                polarized_exchange / r))


jump_rs = 10.0
jump_integral = quad(lambda r: r * hartree_fock_phase(r)[1], 0, jump_rs,
                     points=[transition_rs])[0] / jump_rs ** 2
jump_direct = hartree_fock_phase(jump_rs)[0] - free_times_rs2 / jump_rs ** 2
assert transition_rs < jump_rs
assert abs(jump_integral - jump_direct) < 1e-9


# ---------- Infinite gas in the random-phase approximation ----------
def response_shape(q, u):
    """Free response at imaginary frequency q*u*kF^2, q in units of kF,
    divided by -kF/(2 pi^2)."""
    x = q / 2
    logarithm = np.log1p(4 * x / ((x - 1) ** 2 + u ** 2))
    angle = np.arctan2(2 * u, u ** 2 + x ** 2 - 1)
    return 1 - u * angle + (1 + u ** 2 - x ** 2) * logarithm / (4 * x)


def frequency_grid(q, count):
    s, w = gauss(count, 0, 1)
    scale = 1 + q / 2
    return scale * s / (1 - s), scale * w / (1 - s) ** 2


def rpa(rs, q_count=40, u_count=200):
    """Correlation energy by ring sum, and correlation part of v."""
    s, ws = gauss(q_count, 0, 1)
    q = np.concatenate((2 * s ** 2, 2 / s))[:, None]
    wq = np.concatenate((4 * s * ws, 2 * ws / s ** 2))
    u, wu = frequency_grid(q, u_count)
    shape = response_shape(q, u)
    screening = 2 * ALPHA * rs * shape / (np.pi * q ** 2)
    kf = 1 / (ALPHA * rs)
    ring = np.sum(wu * (np.log1p(screening) - screening), axis=1)
    ring_energy = 3 * kf ** 2 / (4 * np.pi) * np.sum(wq * q[:, 0] ** 3 * ring)
    structure_change = -3 * q[:, 0] / (2 * np.pi) * np.sum(
        wu * shape * screening / (1 + screening), axis=1)
    return ring_energy, kf / np.pi * np.sum(wq * structure_change)


for q in (0.5, 1.0, 1.5):                  # free structure factor
    u, wu = frequency_grid(q, 200)
    structure = 3 * q / (2 * np.pi) * np.sum(wu * response_shape(q, u))
    assert abs(structure - (3 * q / 4 - q ** 3 / 16)) < 1e-6

high_density_slope = (rpa(0.002)[0] - rpa(0.001)[0]) / np.log(2)
log_coefficient = (1 - np.log(2)) / np.pi ** 2
assert abs(high_density_slope - log_coefficient) < 3e-4

rs = 2.0
ring_energy, correlation_potential = rpa(rs)
finer = rpa(rs, 60, 300)
assert abs(finer[0] - ring_energy) < 1e-5
assert abs(finer[1] - correlation_potential) < 1e-5
exchange = exchange_times_rs / rs
exc_direct = exchange + ring_energy
v_full = exchange + correlation_potential

# squared variable: nodes gather at small radius, where v has a logarithm
t, wt = gauss(8, 0, 1)
radii = rs * t ** 2
weights = 2 * rs * t * wt
potentials = np.array([exchange_times_rs / r + rpa(r)[1] for r in radii])
exc_integral = np.sum(weights * radii * potentials) / rs ** 2
assert abs(exc_integral - exc_direct) < 1e-5
h = 0.01
exc_slope = ((exchange_times_rs / (rs + h) + rpa(rs + h)[0])
             - (exchange_times_rs / (rs - h) + rpa(rs - h)[0])) / (2 * h)
assert abs(2 * exc_direct + rs * exc_slope - v_full) < 2e-5

# ---------- Printed numbers ----------
print("COULOMB LOWER BOUND")
print(f"bcc point lattice, rs*W/N = {bcc_energy:.6f} Ha bohr")
print(f"lowest of 30 random sets, rs*W/N = {min(random_energies):.4f} Ha bohr")
print(f"TWO ELECTRONS IN A PERIODIC CUBE, rs = {box_rs:.1f} bohr")
print(f"plane waves before symmetry = {len(waves)}")
for name, values in box_results.items():
    labels = ("free energy", "total energy", "v", "exc direct",
              "exc from integral")
    for label, value in zip(labels, values):
        print(f"{name}: {label} = {value:.8f} Ha/electron")
print("HARTREE-FOCK SPIN TRANSITION")
print(f"transition rs = {transition_rs:.4f} bohr")
print(f"upper limit rs = {jump_rs:.1f} bohr")
print(f"energy difference direct = {jump_direct:.6f} Ha/electron")
print(f"energy difference from integral = {jump_integral:.6f} Ha/electron")
print("INFINITE UNPOLARIZED GAS, RPA")
print(f"rs = {rs:.1f} bohr")
print(f"kF = {1 / (ALPHA * rs):.6f} 1/bohr")
print(f"free kinetic energy = {free_times_rs2 / rs ** 2:.6f} Ha/electron")
print(f"rs * exchange energy = {exchange_times_rs:.6f} Ha bohr")
print(f"exchange energy = {exchange:.6f} Ha/electron")
print(f"high-density log slope, numerical = {high_density_slope:.5f} Ha")
print(f"(1-ln 2)/pi^2 = {log_coefficient:.5f} Ha")
print("columns: radius (bohr), weight (bohr), v (Ha/electron)")
for r, w, potential in zip(radii, weights, potentials):
    print(f"{r:.6f}  {w:.6f}  {potential:.6f}")
print(f"exc from integral = {exc_integral:.6f} Ha/electron")
print(f"ring-sum correlation energy = {ring_energy:.6f} Ha/electron")
print(f"exc direct = {exc_direct:.6f} Ha/electron")
print(f"exc direct = {exc_direct * HARTREE_EV:.4f} eV/electron")
print(f"v at rs = {v_full:.6f} Ha/electron")
print(f"correlation part of v = {correlation_potential:.6f} Ha/electron")
print(f"kinetic correlation = {exc_direct - v_full:.6f} Ha/electron")
print("verified")
```

Printed output:

```
COULOMB LOWER BOUND
bcc point lattice, rs*W/N = -0.895929 Ha bohr
lowest of 30 random sets, rs*W/N = -0.7548 Ha bohr
TWO ELECTRONS IN A PERIODIC CUBE, rs = 5.0 bohr
plane waves before symmetry = 123
singlet: free energy = 0.00000000 Ha/electron
singlet: total energy = -0.14677986 Ha/electron
singlet: v = -0.15158154 Ha/electron
singlet: exc direct = -0.14677986 Ha/electron
singlet: exc from integral = -0.14677986 Ha/electron
triplet: free energy = 0.19141560 Ha/electron
triplet: total energy = 0.04423336 Ha/electron
triplet: v = -0.15017053 Ha/electron
triplet: exc direct = -0.14718224 Ha/electron
triplet: exc from integral = -0.14718224 Ha/electron
HARTREE-FOCK SPIN TRANSITION
transition rs = 5.4502 bohr
upper limit rs = 10.0 bohr
energy difference direct = -0.051235 Ha/electron
energy difference from integral = -0.051235 Ha/electron
INFINITE UNPOLARIZED GAS, RPA
rs = 2.0 bohr
kF = 0.959579 1/bohr
free kinetic energy = 0.276238 Ha/electron
rs * exchange energy = -0.458165 Ha bohr
exchange energy = -0.229083 Ha/electron
high-density log slope, numerical = 0.03106 Ha
(1-ln 2)/pi^2 = 0.03109 Ha
columns: radius (bohr), weight (bohr), v (Ha/electron)
0.000788  0.004020  -581.653335
0.020672  0.045218  -22.516642
0.112560  0.148844  -4.321516
0.333389  0.296155  -1.563232
0.700259  0.429213  -0.803811
1.163625  0.478570  -0.518363
1.614005  0.399545  -0.393551
1.921368  0.198437  -0.340576
exc from integral = -0.290884 Ha/electron
ring-sum correlation energy = -0.061801 Ha/electron
exc direct = -0.290884 Ha/electron
exc direct = -7.9154 eV/electron
v at rs = -0.329501 Ha/electron
correlation part of v = -0.100418 Ha/electron
kinetic correlation = 0.038617 Ha/electron
verified
```
